# Oxygen-Rich Vacancy Energies and the PBE Error of the O2 Reservoir

**The argument under review.** The manuscript computes neutral and charged oxygen vacancies in a memory oxide with the semilocal functional PBE. It makes two claims.

1. PBE gives a good structure for the oxide, so the oxygen-rich vacancy energy, with half the PBE energy of O$_2$ as the reservoir, is reliable.
2. If the O$_2$ energy should be in error, the error belongs to the molecule. Adding one constant to the reservoir would then repair every vacancy energy.

Both claims can be examined by asking which total energies enter the result and what their errors do to it.

## 1. What the oxygen-rich energy contains

Let $E[XO]$ be the energy of the host and $E[X]$ its energy after one oxygen atom has been taken out. For a solid these are the perfect supercell and the same cell with a neutral vacancy. The removed atom goes to a reservoir with chemical potential $\mu_O$, so the formation energy is

$$E_f=E[X]+\mu_O-E[XO].$$

In equilibrium with oxygen gas, two atoms given to the reservoir make one molecule. Hence $2\mu_O=\mu_{O_2}$, and

$$\mu_O=\tfrac12E(O_2)+\Delta\mu(T,p),$$

where $\Delta\mu$ holds the zero-point, thermal and pressure terms. The oxygen-rich convention used here sets $\Delta\mu=0$:

$$E_f=E[X]+\tfrac12E(O_2)-E[XO]. \tag{1}$$

This is a convention for electronic energies, not the state of a gas at a processing temperature.

Equation (1) answers the first claim in part. A good lattice constant tests how $E[XO]$ varies with volume. It tests neither the energy of an open-shell molecule nor the energy difference between two hosts with different numbers of atoms.

To see where an error can enter, add and subtract the energy $E(O)$ of a free oxygen atom:

$$E_f=\big(E[X]+E(O)-E[XO]\big)-\big(E(O)-\tfrac12E(O_2)\big).$$

The first bracket is the energy $R$ needed to remove the atom into vacuum. The second is half the atomization energy $A=2E(O)-E(O_2)$. Therefore

$$E_f=R-\tfrac12A. \tag{2}$$

Let $\Delta$ denote the PBE value minus a better reference value. Equation (2) is linear, so

$$\Delta E_f=\Delta R-\delta,\qquad \delta\equiv\tfrac12\Delta A. \tag{3}$$

If PBE overbinds the molecule, $\delta>0$. The reservoir then lies too low, which by itself makes the removal of oxygen look too cheap. The whole error is $-\delta$ if $\Delta R=0$. The manuscript's first claim needs something else, namely $\Delta R=\delta$, so that the two errors cancel. Neither condition follows from a good oxide structure.

## 2. The size of the molecular error

I have evaluated $A$ with PBE in the def2-TZVPP basis and with a coupled-cluster composite. The composite adds three parts: the Hartree–Fock energy in cc-pVQZ, the MP2 correlation energy extrapolated from cc-pVTZ and cc-pVQZ, and the difference between CCSD(T) and MP2 in cc-pVDZ. Both methods use the same fixed geometries. The composite omits core correlation, relativity and higher excitations, and it keeps some basis error. It is a reference level, not an exact result. Three decimals are kept below so that the arithmetic can be followed; the errors derived from these energies are uncertain by one to two tenths of an electronvolt.

The atomization energies are 6.245 eV with PBE and 5.176 eV with the composite. Thus

$$\delta=\frac{6.245-5.176}{2}\ \text{eV}\approx0.535\ \text{eV per atom}.$$

The molecular reference, measured from free atoms, is indeed too low by roughly half an electronvolt. The second decimal is not converged: PBE in the aug-cc-pVTZ basis gives $A=6.21$ eV and $\delta\approx0.52$ eV, and against the measured atomization energy with the zero-point energy taken out, about 5.21 eV, $\delta\approx0.50$ eV.

The words "measured from free atoms" matter. Written out, the two errors in equation (3) are

$$\Delta R=\Delta E[X]+\Delta E(O)-\Delta E[XO],\qquad
\delta=\Delta E(O)-\tfrac12\Delta E(O_2).$$

Both contain $\Delta E(O)$, which cancels in $\Delta R-\delta$. Suppose the PBE atom were computed with a different occupation of its $p$ shell, and its energy moved by $a$. Then $\delta$ and $\Delta R$ would both move by $a$, while $\Delta E_f$ would stay where it was. The shift is not small: a spherically averaged $p$ shell, in place of the integer occupation used here, gives $a\approx0.38$ eV and $\delta\approx0.91$ eV. The division into a "molecular" and a "host" error therefore depends on the free atom as a common zero. The error of the vacancy energy does not. This is a first reason to doubt that $\delta$ alone can be the correction.

## 3. Does one constant repair every host?

Raise the PBE reservoir by a constant $s$. The remaining error is $\Delta R-\delta+s$, which vanishes for

$$s=\delta-\Delta R. \tag{4}$$

The second claim, with $s=\delta$, requires $\Delta R=0$ for every host. A weaker version, with some other universal $s$, requires $\Delta R$ to be the same for every host. One pair of hosts with different $\Delta R$ refutes both versions as general statements about oxygen removal. If the pair is molecular, it shows that the O$_2$ error alone does not fix the correction, but not how much $\Delta R$ varies among vacancies in oxides.

Two small oxygen donors can be treated at both levels: water, which leaves H$_2$, and carbon dioxide, which leaves CO. They are not models of a vacancy in an oxide film, and their errors must not be transferred to one. They do obey equations (1) to (4) without change.

For water, $R$ is 5.561 eV with PBE and 5.404 eV with the reference, so $\Delta R=+0.157$ eV. Equation (3) gives

$$\Delta E_f=0.157-0.535=-0.378\ \text{eV}.$$

The total energies give the same: 2.439 eV with PBE against 2.816 eV. With these numbers, raising the reservoir by $\delta$ reduces the size of the error and leaves $+0.157$ eV.

For carbon dioxide, $R$ is 6.391 eV with PBE and 5.652 eV with the reference, so $\Delta R=+0.739$ eV. Now

$$\Delta E_f=0.739-0.535\approx+0.205\ \text{eV},$$

where the last digit comes from the unrounded energies. Plain PBE makes the removal too expensive, although its O$_2$ reference is too low. Raising the reservoir by $\delta$ takes away the partial cancellation, and the error grows from 0.205 to 0.739 eV.

By equation (4), water needs $s=+0.378$ eV and carbon dioxide needs $s=-0.205$ eV. The signs differ. If one constant must serve both, the largest error is smallest when the two errors are equal and opposite, at

$$s=\frac{0.378-0.205}{2}\ \text{eV}\approx0.09\ \text{eV}.$$

Each host then keeps an error of about 0.29 eV. The best compromise for this pair is far from $\delta$, and it is still poor.

How firm is this? For the removal of oxygen from water to a free atom, the coupled-cluster correction changes by $-0.046$ eV when its basis is enlarged from cc-pVDZ to cc-pVTZ. The corresponding change for O$_2$ was not evaluated. That is only one part of the uncertainty. The def2-TZVPP basis has no diffuse functions, and PBE in the aug-cc-pVTZ basis gives 2.51 eV instead of 2.44 eV for removal from water into O$_2$. The reference value of 2.82 eV is in turn about 0.08 eV above the value derived from measured enthalpies with the zero-point energy taken out. Together these two changes would reduce the error for water from $-0.38$ to about $-0.22$ eV. Raising the reservoir by $\delta$ would then leave about $+0.3$ eV, so even the improvement for water is not firm. The compromise shift of 0.09 eV is not firm either and could be close to zero. The conclusion rests instead on the difference between the two hosts, 0.58 eV. For carbon dioxide the same two changes are small: PBE in aug-cc-pVTZ gives 3.26 eV instead of 3.27 eV, and the value from measured enthalpies lies about 0.04 eV below the reference, so the error is about $+0.23$ eV. The difference between the hosts is then about 0.45 eV (0.50 eV with the basis change alone), and the signs still differ.

## 4. The oxygen-poor limit

The manuscript also reports oxygen-poor energies, and here the bookkeeping needs care. Let the oxide be $MO_y$, in equilibrium with its metal. Then $E(M)+y\mu_O=E(MO_y)$, and

$$\mu_O^{\text{poor}}=\frac{E(MO_y)-E(M)}{y}. \tag{5}$$

No O$_2$ energy appears. If a suboxide $MO_x$ forms before the metal does, the same reasoning gives $\mu_O=[E(MO_y)-E(MO_x)]/(y-x)$, again without O$_2$.

The limit can also be written with the formation energy per oxygen atom,

$$h=\frac{E(MO_y)-E(M)}{y}-\tfrac12E(O_2),\qquad \mu_O^{\text{poor}}=\tfrac12E(O_2)+h.$$

The molecular energy is now present twice, with opposite signs. If $\tfrac12E(O_2)$ is raised by $s$, then $h$ falls by $s$ and $\mu_O^{\text{poor}}$ is unchanged. If the reservoir is shifted but the old computed $h$ is kept, the oxygen-poor vacancy energy acquires a spurious $+s$.

Absence of O$_2$ does not mean absence of error. Define the removal energy per atom of the buffer as $R_b=[E(M)-E(MO_y)]/y+E(O)$. Equation (5) becomes $\mu_O^{\text{poor}}=E(O)-R_b$. Inserting this in the definition of $E_f$ gives

$$E_f^{\text{poor}}=E[X]+E(O)-E[XO]-R_b=R-R_b,$$

$$\Delta E_f^{\text{poor}}=\Delta R-\Delta R_b. \tag{6}$$

The molecules supply an example. Let water give its oxygen to a CO/CO$_2$ buffer, with $\mu_O=E(CO_2)-E(CO)$. Equation (6) predicts an error of $0.157-0.739=-0.582$ eV. The total energies give $-0.830$ eV with PBE and $-0.248$ eV with the reference, which is the same difference. The error here is larger than that of either donor with plain PBE O$_2$. Its size carries the uncertainty of Section 3: it is $-0.50$ eV with PBE in aug-cc-pVTZ, and about $-0.45$ eV if measured enthalpies also replace the reference.

The inconsistent procedure deserves a warning. Shifting O$_2$ in the water term alone gives $-0.296$ eV, close to the reference value. This is an accident: the spurious $+0.535$ eV nearly cancels the host error of $-0.582$ eV. Agreement of a final number does not justify the mixed use of two O$_2$ energies.

A different combination avoids the spurious term. One may take $h$ from a more accurate source and pair it with a reservoir raised by $\delta$. Since $h$ then carries no PBE error, the remaining error is $\Delta R-\delta+\delta=\Delta R$. For water with the reference energy of the CO$_2$ reaction, this gives

$$(2.439+0.535)-3.064=-0.090\ \text{eV},$$

which differs from $-0.248$ eV by the expected 0.16 eV. This is consistent but not guaranteed to be accurate: $\Delta R$ depends on the host and on the free atom used to define $\delta$. With the spherical atom of Section 2 the same recipe gives about $+0.29$ eV.

## 5. Could the shift be fitted to the oxide itself?

The authors may reply that $s$ can be chosen so that PBE reproduces the known formation energy of their own oxide. Forming the oxide is the reverse of removing its oxygen, so $h=\tfrac12A-R_b$ and $\Delta h=\delta-\Delta R_b$. Raising the reservoir by $s$ lowers $h$ by $s$. The fit therefore gives $s=\delta-\Delta R_b$. Used in the vacancy energy, it leaves

$$\Delta R-\delta+s=\Delta R-\Delta R_b.$$

This is the error of equation (6). The fit transfers the bulk error to the vacancy, and it succeeds to the extent that PBE makes the same error in both removals. That is a sensible hypothesis, but it needs its own check. Complete reduction turns the oxide into metal, whereas a neutral vacancy leaves its electrons in a defect state inside an oxide. The final states are different.

## 6. Charged vacancies and trap levels

For a vacancy of charge $q$, with the Fermi level $E_F$ measured from the valence-band edge $E_v$,

$$E_f(q)=E[X^q]-E[XO]+\mu_O+q(E_v+E_F)+E_{\text{corr}}(q),$$

where the last term removes finite-cell effects. At fixed $E_F$, a reservoir error moves all charge states together. The level between $q$ and $q'$ is the $E_F$ at which $E_f(q)=E_f(q')$. Equating the two expressions cancels $\mu_O$ and $E[XO]$, and gives

$$E_F=\frac{E[X^q]+E_{\text{corr}}(q)-E[X^{q'}]-E_{\text{corr}}(q')}{q'-q}-E_v.$$

The trap levels in the manuscript are thus untouched by the O$_2$ error. This does not make them accurate, because the energies that remain are still PBE energies.

## 7. What the error does to concentrations

Consider neutral vacancies on independent sites. A site is either occupied by oxygen, with weight 1, or vacant, with weight $e^{-E_f/kT}$. The vacant fraction is

$$c=\frac{e^{-E_f/kT}}{1+e^{-E_f/kT}}\approx e^{-E_f/kT}\qquad(c\ll1).$$

An energy too low by $\delta$ multiplies $c$ by $e^{\delta/kT}$. At 1000 K, $kT=0.08617$ eV and the factor is about 490; with the two slightly smaller estimates of $\delta$ in Section 2 it lies between about 320 and 400. For a model vacancy energy of 1.5 eV, taken to include the actual $\mu_O$, the fraction rises from $2.8\times10^{-8}$ to $1.4\times10^{-5}$. A sum over all occupations of an eight-site lattice tests the dilute factor and confirms it. Site-dependent interactions and vibrational entropy are left out.

That factor applies when $\Delta R=0$. With the net error of the water example, the concentration would be too high by $e^{0.378/0.08617}\approx80$. With that of carbon dioxide, it would be too low by $e^{0.205/0.08617}\approx11$. The same O$_2$ error is present in both. These factors are sensitive to the errors in their exponents: with the $-0.22$ eV estimated for water in Section 3, the factor of 80 would become about 13.

Charge balance can weaken the effect. Suppose the vacancies are doubly positive and are compensated by a dilute, nondegenerate electron gas of density $n$. Then the vacancy density obeys $N_V\propto e^{-(E_0+2E_F)/kT}$, where $E_0$ is the formation energy at $E_F=0$, and $n\propto e^{E_F/kT}$. The Fermi level drops out of the product:

$$N_Vn^2\propto e^{-E_0/kT}.$$

Neutrality requires $n=2N_V$, so $N_V^3\propto e^{-E_0/kT}$. An energy too low by $\delta$ now multiplies $N_V$ by $e^{\delta/3kT}$, about 8 at 1000 K. This requires that the electrons from these vacancies outnumber all other carriers and charged defects, which in a wide-gap oxide needs a strongly negative $E_0$, that is, reducing conditions. If dopants, other defects or thermally excited electron–hole pairs fix $E_F$ instead, the full exponential returns.

## 8. Requested changes

The first claim should be withdrawn unless the authors can show that $\Delta R$ and $\delta$ nearly cancel in their oxide. The second should be replaced by equation (3). The revised manuscript should state which O$_2$ energy it uses, and use the same one in the vacancy energy and in any computed formation energy that sets the oxygen-poor limit.

The host error then needs a separate estimate. One route is to compute $R=E[X]+E(O)-E[XO]$ for the same vacancy with a higher-level method and compare it with PBE, each method using its own free-atom energy. A common oxygen reference is needed because $E[X]$ and $E[XO]$ differ by one oxygen, whose absolute energy differs between methods. The free atom serves here; using $\tfrac12E(O_2)$ from each method instead would give $\Delta E_f$ directly. The comparison gives $\Delta R$, which equation (3) combines with the $\delta$ of the same two methods. The total energies of the molecules at the two levels of Section 2 are listed in the numerical output.

## Table of computed values

```
Bond lengths O2, H2, OH, CO, CO2 (angstrom): 1.21 0.74 0.96 1.13 1.16
Water angle: 104.5 degrees
Total energy O: PBE -2041.117, reference -2040.883 eV
Total energy O2: PBE -4088.479, reference -4086.941 eV
Total energy H2: PBE -31.734, reference -31.999 eV
Total energy H2O: PBE -2078.412, reference -2078.286 eV
Total energy CO: PBE -3081.261, reference -3080.511 eV
Total energy CO2: PBE -5128.770, reference -5127.046 eV
O2 atomization energy A, PBE: 6.245 eV
O2 atomization energy A, reference: 5.176 eV
PBE overbinding per O atom, delta: 0.535 eV
Correction change DZ to TZ, O removal from H2O: -0.046 eV
H2O R to free atom: PBE 5.561, reference 5.404 eV
H2O error of R: +0.157 eV
H2O E_f to O2 gas: PBE 2.439, reference 2.816 eV
H2O error of E_f, plain PBE: -0.378 eV
H2O error of E_f after raising O2 by delta: +0.157 eV
H2O reservoir shift that would repair it: +0.378 eV
CO2 R to free atom: PBE 6.391, reference 5.652 eV
CO2 error of R: +0.739 eV
CO2 E_f to O2 gas: PBE 3.269, reference 3.064 eV
CO2 error of E_f, plain PBE: +0.205 eV
CO2 error of E_f after raising O2 by delta: +0.739 eV
CO2 reservoir shift that would repair it: -0.205 eV
H2O with CO/CO2 buffer: PBE -0.830, reference -0.248 eV
Buffer error, O2 absent: -0.582 eV
Buffer result, O2 shifted in both terms: -0.830 eV
Buffer result, O2 shifted in one term only: -0.296 eV
Temperature: 1000 K; kT: 0.08617 eV
Model vacancy energy: 1.50 eV; lattice sites: 8
Site fraction at model energy: 2.756e-08
Site fraction with energy too low by delta: 1.363e-05
Dilute factor exp(delta/kT): 494.4
```
